\section*{How trapped holes sharpen breakdown at zinc-oxide varistor boundaries}

\section{Definitions and conventions}

A boundary between two identical $n$-type grains carries negative charge of magnitude $Q$ per unit area. Each grain has donor density $N$ and permittivity $\varepsilon$. Electrons leave the negatively biased grain, the emitter, and enter the collector. Barriers are written in volts: $\phi$ is the emitter barrier, $V>0$ the bias across the boundary, and $W=V+\phi$ the band drop in the collector. With $e>0$ and $v=kT/e$, the nonlinearity is
\begin{equation}
\alpha=\frac{d\ln J}{d\ln V}.
\end{equation}
For $V\gg v$ the return current is negligible and thermionic emission gives
\begin{equation}
J=J_0e^{-\phi/v},\qquad d\phi=-v\,d\ln J. \label{emission}
\end{equation}

The boundary is uniform and isothermal. Tunnelling, image-force lowering and grain resistance are left out. Depletion regions are taken as empty of mobile charge. Holes made in the collector field drift back to the boundary, and all are assumed to be captured there. Their positive charge offsets part of the electron charge.

\section{The barrier without holes}

Let the depletion widths be $x_L$ in the emitter and $x_R$ in the collector. Integrating Poisson's equation twice on each side, with zero field at the outer edges, gives
\begin{equation}
\phi=\frac{eNx_L^2}{2\varepsilon},\qquad
W=\frac{eNx_R^2}{2\varepsilon},\qquad Q=eN(x_L+x_R).
\end{equation}
The last relation is neutrality. Taking square roots and adding,
\begin{equation}
\sqrt\phi+\sqrt W=\frac{Q}{\sqrt{2\varepsilon eN}}\equiv S.
\label{roots}
\end{equation}
Since $V=W-\phi=S(\sqrt W-\sqrt\phi)$, subtracting $V/S$ from $S$ leaves $2\sqrt\phi$. Hence
\begin{equation}
\phi=\frac{(V_c-V)^2}{4V_c},\qquad V_c=S^2,\quad V<V_c.
\end{equation}

For small changes, $d\phi=(eNx_L/\varepsilon)dx_L$, so $eN\,dx_L=C_Ld\phi$ with $C_L=\varepsilon/x_L$. Likewise $eN\,dx_R=C_R(d\phi+dV)$ with $C_R=\varepsilon/x_R$. Adding the two,
\begin{equation}
dQ=(C_L+C_R)d\phi+C_RdV. \label{dq}
\end{equation}
At fixed $Q$, a fraction $C_R/(C_L+C_R)$ of a bias increment lowers the emitter barrier. With \eqref{emission},
\begin{equation}
\alpha_0=\frac Vv\frac{C_R}{C_L+C_R}
=\frac Vv\frac{\sqrt\phi}{\sqrt\phi+\sqrt W}
=\frac{\sqrt\phi(\sqrt W-\sqrt\phi)}v .
\end{equation}
The second form uses $C_L\propto\phi^{-1/2}$ and $C_R\propto W^{-1/2}$; the third uses $V=(\sqrt W-\sqrt\phi)(\sqrt W+\sqrt\phi)$. Substituting $\sqrt W=S-\sqrt\phi$ gives $\alpha_0=\sqrt\phi(S-2\sqrt\phi)/v$. Its maximum is at $\sqrt\phi=S/4$:
\begin{equation}
\alpha_{0,\max}=\frac{V_c}{8v}\quad\text{at}\quad V=\frac{V_c}{2}.
\label{ceiling}
\end{equation}
This is the ceiling for fixed boundary charge. A boundary with electron states still to fill does worse, because a falling barrier draws in more negative charge and props itself up. In this model, ``unusually large'' means above the ceiling \eqref{ceiling}.

\section{How many holes are made}

At distance $x$ into the collector, an electron that has lost no energy has gained, in electronvolts,
\begin{equation}
E(x)=W\left[1-\left(1-\frac{x}{x_R}\right)^2\right]
=\frac{2x\sqrt W}{K}-\frac{x^2}{K^2},\qquad
K=\sqrt{\frac{2\varepsilon}{eN}},
\end{equation}
because $x_R=K\sqrt W$. Ionization needs $E>E_{\rm th}$. Let $e^{-x/\lambda}$ be the probability of avoiding an energy-relaxing collision up to $x$, and let the ionization rate per unit length be $[E/E_{\rm th}-1]^2/\ell$ above threshold. The number of holes per transmitted electron is then
\begin{equation}
g(W)=\frac1\ell\int_0^{x_R}e^{-x/\lambda}
\left[\frac{E(x)}{E_{\rm th}}-1\right]_+^2dx,
\end{equation}
where the subscript plus sets negative brackets to zero. This lucky-electron model drops an electron after one relaxing collision and is meant for $g\ll1$. At fixed $x$, $E$ rises with $W$, and so does $x_R$; above threshold $g$ therefore rises with $W$. Its logarithmic slope is $\gamma=d\ln g/dW$.

\section{Where the positive charge goes}

A hole that recombines with a boundary electron does not restore the net negative charge: one positive and one negative charge vanish together. The boundary must still capture a replacement electron. Two charges per area are therefore needed, stored holes $P$ and boundary electrons $n$, with $Q=n-P$.

Stored holes recombine with boundary electrons in a time $\tau$, or capture passing electrons with cross-section $\sigma_h$:
\begin{equation}
\frac{dP}{dt}=gJ-\frac P\tau-\frac{\sigma_hJP}{e}. \label{prate}
\end{equation}
Empty boundary states capture electrons with cross-section $\sigma_r$. Let $Q_S$ be the charge of completely filled states and $\phi_s$ the barrier at which they are half full without holes. Emission must balance capture there, so its coefficient is $\sigma_rJ_0e^{-\phi_s/v}/e$, and
\begin{equation}
\frac{dn}{dt}=\frac{\sigma_rJ}{e}(Q_S-n)
-\frac{\sigma_rJ_0}{e}e^{-\phi_s/v}n-\frac P\tau .
\end{equation}

In steady state \eqref{prate} gives
\begin{equation}
P=gJ\tau s,\qquad s=\frac1{1+\sigma_hJ\tau/e}.
\end{equation}
Divide the second balance by $\sigma_rJ/e$ and use $J_0/J=e^{\phi/v}$:
\begin{equation}
Q_S-n=e^{(\phi-\phi_s)/v}n+\frac{egs}{\sigma_r}.
\end{equation}
With $f=[1+e^{(\phi-\phi_s)/v}]^{-1}$ this is $n=f(Q_S-egs/\sigma_r)$. Subtracting $P$,
\begin{equation}
Q=Q_Sf-R,\qquad R=g(W)h(J),\qquad
h=s\left(J\tau+\frac{e f}{\sigma_r}\right). \label{reduction}
\end{equation}
The first term of $h$ is stored holes; the second is boundary states emptied by recombination and not yet refilled.

Define $r=d\ln h/d\ln J$. Differentiating $s$ gives $d\ln s/d\ln J=s-1$. Since $e^{\phi/v}\propto1/J$, also $df/d\ln J=f(1-f)$. Thus
\begin{equation}
r=s-1+\frac{J\tau+(e/\sigma_r)f(1-f)}{J\tau+(e/\sigma_r)f}.
\end{equation}
If stored holes dominate and rarely catch passing electrons, $r$ approaches 1: more current stores more holes. If the states are full ($f=1$) and $\sigma_h=\sigma_r=\sigma$, then $h=s(J\tau+e/\sigma)=e/\sigma$ and $r=0$. Positive charge is then created at rate $gJ$ and removed at rate $\sigma JR/e$. Both scale with $J$, which cancels. Hot-electron hole generation alone is therefore not enough for current feedback.

\section{Closing the feedback loop}

The hole-free state charge changes by $d(Q_Sf)=-C_id\phi$, where $C_i=Q_Sf(1-f)/v$. Insert $dQ=-C_id\phi-dR$ in \eqref{dq} and set $C=C_L+C_R+C_i$:
\begin{equation}
C\,d\phi=-C_RdV-dR,\qquad
dR=R\left[r\,d\ln J+\gamma(dV+d\phi)\right].
\end{equation}
Replacing $d\phi$ by $-v\,d\ln J$ gives
\begin{equation}
-Cv\,d\ln J=-C_RdV-rR\,d\ln J-\gamma R\,dV+\gamma Rv\,d\ln J.
\end{equation}
Collect the current terms on the left, then multiply by $V$ and divide by $v$:
\begin{equation}
\alpha=\frac Vv\frac{C_R+\gamma R}{C+\gamma R-rR/v}
=\frac{A}{1-L}, \label{alpha}
\end{equation}
\begin{equation}
A=\frac Vv\frac{C_R+\gamma R}{C},\qquad
L=\frac RC\left(\frac rv-\gamma\right).
\end{equation}

$A$ contains the direct effects of voltage: it lowers the barrier and heats electrons. $L$ is the loop gain. Extra current adds holes, which lower the barrier and admit more current; this is the term $r/v$. The lower barrier also reduces $W$ at fixed $V$, which cools the electrons; this is the opposing term $-\gamma$.

The characteristic becomes vertical at $L=1$, when
\begin{equation}
R_*=\frac{C}{r/v-\gamma},\qquad r/v>\gamma. \label{critical}
\end{equation}
The required charge is small because a barrier change of just $v$ multiplies the current by $e^1$.

Without current feedback, $r=0$, \eqref{alpha} gives $\alpha<V/v$, since $C_R<C$. For a rising characteristic, $\alpha>V/v$ requires $C_R+\gamma R>C+\gamma R-rR/v$, or
\begin{equation}
rR/v>C_L+C_i .
\end{equation}
Within this model, $V/v$ thus separates steepness that voltage-driven hole generation could supply from steepness that needs current feedback.

\section{How large the effect is}

The example uses round parameters for a wide-gap oxide at 300 K, where $v=0.02585$ V: relative permittivity 8.5, $N=10^{18}$ cm$^{-3}$, $Q_S/e=8\times10^{12}$ cm$^{-2}$, $\phi_s=0.80$ V, $E_{\rm th}=3.4$ eV, $\lambda=15$ nm, $\ell=100$ nm, $\tau=1$ ms, $\sigma_h=10^{-17}$ cm$^2$ and $\sigma_r=10^{-14}$ cm$^2$. Further values are in the numerical output.

Without holes, $J=0.1$ A/cm$^2$ needs 3.468 V at $\phi=0.4105$ V. Equation \eqref{roots} gives $S=\sqrt{0.4105}+\sqrt{3.878}=2.610$ V$^{1/2}$, so $V_c=6.81$ V and the ceiling is $6.81/(8\times0.02585)=32.9$. This explains why the hole-free $\alpha$ stays between 32.4 and 32.9 from $10^{-3}$ to 1 A/cm$^2$: the boundary is near a flat maximum.

With holes, the same current needs 3.421 V. Then $W=3.832$ V and $g=5.0\times10^{-5}$, one hole per 20,000 electrons. The compensating charge is $R/e=3.63\times10^{10}$ cm$^{-2}$, or $R=5.81\times10^{-3}$ $\mu$C/cm$^2$, only 0.45\% of $Q_S$. With $C_R=0.1254$ and $C=0.5087$ $\mu$F/cm$^2$, $\gamma=5.854$ V$^{-1}$ and $r=0.856$,
\begin{align}
A&=132.3\,\frac{0.1254+5.854(0.00581)}{0.5087}=41.5,\\
L&=\frac{0.00581}{0.5087}\left(\frac{0.856}{0.02585}-5.854\right)=0.311,\\
\alpha&=\frac{41.5}{1-0.311}=60.2.
\end{align}
At this same operating point, holding the charge fixed gives 32.6. The direct effects of voltage collected in $A$ give 41.5, and the closed loop gives 60.2. Setting only $r=0$ in \eqref{alpha} gives 38.9, because the falling barrier still cools the electrons.

At 0.2 A/cm$^2$, $\alpha=142$ exceeds $V/v=133$, so current feedback is essential there. A direct search finds the voltage maximum, 3.456 V, at 0.326 A/cm$^2$. There $R/e=1.08\times10^{11}$ cm$^{-2}$, 1.35\% of $Q_S/e$. Equation \eqref{critical} gives the same charge: $0.5237/(0.9332/0.02585-5.802)=0.0173$ $\mu$C/cm$^2$. At 1 A/cm$^2$ the voltage has fallen to 3.432 V and $\alpha=-96$.

Just above threshold the loop works backwards. At $10^{-3}$ A/cm$^2$, $L=-0.0017$, because $\gamma$ exceeds $r/v$. Holes still raise $\alpha$ slightly, from 32.40 to 32.57, through $A$.

\section{Time dependence and stability}

At fixed voltage the holes take time to accumulate. Starting from full boundary states and no stored holes at 3.421 V, the current is 0.0641 A/cm$^2$. Integrating both rate equations brings it to 0.100 A/cm$^2$, a factor 1.56. The barrier change is $v\ln1.56=0.0115$ V.

The role of $L$ is clearest when refilling is fast and the states are full, so that $R=P$, $r=s$ and $C_i=0$. A disturbance $\delta P$ at fixed $V$ gives $\delta\phi=-\delta P/C$, $\delta J/J=\delta P/(Cv)$ and $\delta g/g=-\gamma\delta P/C$. Write $\kappa=1/\tau+\sigma_hJ/e=1/(s\tau)$. Steady state means $gJ=\kappa P$, and $\sigma_hJ/e=(1-s)\kappa$. Linearizing \eqref{prate},
\begin{align}
\frac{d\,\delta P}{dt}
&=\kappa\left[\frac PC\left(\frac1v-\gamma\right)-1
-(1-s)\frac{P}{Cv}\right]\delta P\nonumber\\
&=-\frac{1-L}{s\tau}\,\delta P.
\end{align}
Relaxation slows as $L$ approaches 1; beyond it, disturbances grow. As an estimate outside the strict limit, put the full model's $L$ into this rate. At 0.1 A/cm$^2$, $s=0.994$ and $L=0.311$ give decay at 693 s$^{-1}$; the two-charge equations give 650 s$^{-1}$. At 1 A/cm$^2$ the same estimate gives growth at 981 s$^{-1}$, and the two-charge value is 944 s$^{-1}$.

Under imposed uniform current, each $J$ fixes $\phi$ and $h$. In \eqref{roots}, the charge required by electrostatics rises with $W$, while the available charge $Q_Sf-g(W)h$ cannot rise. There is thus at most one voltage for each current. This state is also stable. At fixed $J$, $W$ rises with $Q=n-P$, so $a=J\,dg/dQ\ge0$. With $c=\sigma_rJ/(ef)$, small disturbances obey
\begin{equation}
\frac{d\,\delta P}{dt}=-(\kappa+a)\delta P+a\,\delta n,\qquad
\frac{d\,\delta n}{dt}=-\frac{\delta P}{\tau}-c\,\delta n .
\end{equation}
The matrix of coefficients has negative trace, $-(\kappa+a+c)$, and positive determinant, $(\kappa+a)c+a/\tau$, so every disturbance decays. Current control can therefore trace the falling branch as long as the current stays uniform.

\section{When feedback disappears}

A scan from $10^{-3}$ to 3 A/cm$^2$, with all other parameters fixed, shows what storage does:

\begin{center}
\begin{tabular}{ccl}
$\tau$ (ms) & $\sigma_h$ (cm$^2$) & Result\\
0 & $10^{-17}$ & largest $\alpha=34.4$\\
0.1 & $10^{-17}$ & voltage turns over\\
1 & $10^{-17}$ & voltage turns over\\
1 & $10^{-16}$ & largest $L=0.976$\\
1 & $10^{-14}$ & largest $\alpha=34.4$
\end{tabular}
\end{center}

The first and last rows agree because both have $h=ef/\sigma_r$ when the states are nearly full: no holes are stored in one, and $\sigma_h=\sigma_r$ in the other. Holes are still generated, but $r$ is nearly zero. Their largest $\alpha$ lies at the upper end of the scan, so it is not a ceiling. In the fourth row $\alpha$ reaches about 3000 at a scanned point. That number means a nearly vertical curve, not a predictable device property: with $1-L$ near 0.024, a change of 0.01 in $L$ changes $\alpha$ by roughly 30 to 70\%.

\section{Real varistors and practical use}

Zinc-oxide varistors break down at roughly 3 V per active boundary, and their $\alpha$ is commonly some tens. The model voltage and the 0.1 A/cm$^2$ result are of that size, but this does not establish the mechanism in a given ceramic. The donor density is toward the high end for such grains. The storage time, cross-sections and hot-electron lengths are assumptions. So is the ionization threshold: 3.4 eV is about the band gap of zinc oxide, and in simple parabolic bands conservation of momentum puts the threshold above the gap. The result is sensitive to this. With the other parameters fixed, $\alpha$ at 0.1 A/cm$^2$ falls from 60 to 39 for a threshold of 3.6 eV and to 33 for 3.8 eV; at 4.2 eV no holes are made up to 3 A/cm$^2$. For an electron mass of 0.3 and hole masses from 2 down to 0.6, the parabolic-band threshold lies between 3.8 and 4.5 eV, where the enhancement at this current is gone. The loss length matters as much: $\alpha$ is 37 for $\lambda=10$ nm and 33 for 7 nm. The small $\sigma_h$ is especially demanding, since a positively charged trap attracts electrons. The compensating charges are also sparse: at $3.6\times10^{10}$ cm$^{-2}$ they lie about 50 nm apart, while the emitter depletion width is only about 20 nm. Each charge lowers the barrier mainly in its own neighbourhood. Because the current depends exponentially on the barrier, the uniform sheet used here can underestimate the extra current, so the numbers above belong to the uniform model and are not predictions for a real boundary. Real ceramics also break the assumption of identical boundaries. For boundaries in series at one current density, $dV_i=(V_i/\alpha_i)d\ln J$, so
\begin{equation}
\frac1{\alpha_{\rm tot}}=\frac{\sum_iV_i/\alpha_i}{\sum_iV_i}.
\end{equation}
Equal numbers of boundaries with and without hole feedback at 0.1 A/cm$^2$ give $\alpha_{\rm tot}=(3.421+3.468)/(3.421/60.2+3.468/32.9)=42.5$, down from 60.2.

Tunnelling through the emitter barrier also softens the curve. Its energy scale here is $E_{00}=11.6$ meV. As a rough estimate, replace $v$ by the thermionic-field slope $E_{00}\coth(E_{00}/v)=27.6$ mV, with $E_{00}$ in volts, and hold the barrier and charges fixed. Then $\alpha$ at 0.1 A/cm$^2$ falls from 60 to about 55. This understates the loss. Tunnelling also raises the current at a given barrier roughly eightfold, so 0.1 A/cm$^2$ flows at a higher barrier and a lower $W$, where fewer holes are made. A WKB current through both sides of the barrier, solved together with the charge balance, gives $\phi=0.47$ V, $V=3.23$ V and $\alpha\approx40$ at that current, against 31.5 without holes.

Holding the charges fixed hides a more serious limit. The collector field reaches 1.3 MV/cm, and electrons can tunnel into the collector from the boundary states themselves. With $\phi_s=0.80$ V these lie about 0.84 eV below the conduction-band edge. For a mass of 0.3 electron masses and $10^{12}$ to $10^{13}$ attempts per second, a WKB estimate gives an escape rate of roughly 60 to 600 s$^{-1}$, while refilling proceeds at $\sigma_rJ/e=6\times10^3$ s$^{-1}$. Some 1 to 10\% of the states would then be empty, more than the 0.45\% compensated by holes. Including this direct escape in the charge balance lowers $\alpha$ at 0.1 A/cm$^2$ from 60 to about 31 or 16 for the two attempt rates. Thermal excitation followed by tunnelling is some twenty times faster still, about $10^3$ to $10^4$ s$^{-1}$, comparable with refilling. The example therefore applies only if the states are deeper, about 1.2 eV for a safe margin. Its results at 0.1 A/cm$^2$ would hardly change, since the states are full in either case.

To look for hole feedback, apply a voltage step in the breakdown region at controlled temperature and follow the current. Start from a bias at which the boundary states are already nearly full, about 3.0 V in the example. From rest they must fill first, and the current overshoots and then falls, which can hide the rise. A slow rise that grows steeply with the size of the step fits the model: after a step from 3.0 V, the current in the example creeps up by 2.5\% at 3.2 V and by 53\% at 3.42 V. A rise alone does not prove current feedback, because hole generation without it also gives one: with $\sigma_h=\sigma_r$ the same steps give 1.5\% and 6\%, and the rise becomes faster for the larger step. With current feedback, once refilling is well ahead of hole recombination, the rise should instead become slower as the curve steepens. In the example $\sigma_rJ/e$ passes $1/\tau$ at 0.016 A/cm$^2$ and the rise is fastest near 0.03 to 0.04 A/cm$^2$: it reaches 63\% in 2.7 ms at 3.2 V, 1.4 ms at 3.35 V, 1.7 ms at 3.42 V and 3.0 ms at 3.45 V, so only steps ending above about 3.35 V show the slowing. Self-heating can also raise the current, so pulse energy should be varied separately. A measured $\alpha$ should be compared with $V/v$ per boundary, after correction for series resistance. A value below $V/v$ does not rule feedback out: at 0.1 A/cm$^2$ the example has 60 against 132.

For a stable, steep device, this model favours $L$ below 1 with a margin for spread in $\tau$ and $\sigma_h$. Raising $\sigma_h$ toward $\sigma_r$ removes runaway, at the cost of nonlinearity. A series resistance can restore a rising total voltage: at 1 A/cm$^2$, $dV/dJ=V/(\alpha J)=-0.036$ $\Omega$ cm$^2$, so more than 0.036 $\Omega$ cm$^2$ per boundary is needed at that point. The need is greatest near 0.67 A/cm$^2$, at about 0.041 $\Omega$ cm$^2$. This does not ensure uniform current. If two equal patches share a voltage and one gains the current the other loses, the total current and the voltage stay unchanged. Each patch then sees the fixed-voltage instability, and the current can concentrate in one of them.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K; thermal voltage: 0.025852 V
Relative permittivity: 8.5; mass ratio: 0.3
Donor density: 1.0e+18 cm^-3
Boundary-state density: 8.0e+12 cm^-2
Pinning barrier: 0.80 V; hole threshold: 3.40 eV
Hot-electron loss length: 15 nm
Ionization length parameter: 100 nm
Stored-hole lifetime: 1.0 ms
Electron capture by stored hole: 1.0e-17 cm^2
Electron capture by empty boundary state: 1.0e-14 cm^2
Emission prefactor J0: 7.8690e+05 A/cm^2
Neglected tunnelling energy scale: 11.63 meV
Columns: J[A/cm2], phi[V], V_no[V], alpha_no, V[V], alpha, R/e[cm-2], loop
1.0e-07 0.7676 0.5624 0.51 0.5624 0.51 0.000e+00 0.0000
1.0e-05 0.6486 2.5815 23.42 2.5815 23.42 0.000e+00 0.0000
1.0e-03 0.5295 3.0134 32.40 3.0130 32.57 3.176e+08 -0.0017
1.0e-02 0.4700 3.2335 32.84 3.2294 34.18 3.231e+09 0.0068
1.0e-01 0.4105 3.4678 32.93 3.4213 60.23 3.627e+10 0.3112
2.0e-01 0.3926 3.5416 32.89 3.4498 142.41 7.134e+10 0.6548
5.0e-01 0.3689 3.6418 32.78 3.4517 -193.22 1.473e+11 1.3489
1.0e+00 0.3510 3.7198 32.66 3.4323 -96.26 2.224e+11 1.9231
Operating point: J = 0.10000 A/cm^2
  V = 3.42135 V; phi = 0.41049 V
  W = 3.83184 V; hole yield = 5.0396e-05
  gamma = 5.8540 V^-1; r = 0.8557
  C_L, C_R, C = 0.3832, 0.1254, 0.5087 uF/cm^2
  R/e = 3.6268e+10 cm^-2; R/QS = 0.4534 percent
Voltage maximum: J = 0.32640 A/cm^2
  V = 3.45569 V; phi = 0.37991 V
  W = 3.83559 V; hole yield = 5.1512e-05
  gamma = 5.8022 V^-1; r = 0.9332
  C_L, C_R, C = 0.3984, 0.1254, 0.5237 uF/cm^2
  R/e = 1.0790e+11 cm^-2; R/QS = 1.3487 percent
Operating alpha, charge fixed: 32.635
Operating alpha, open hole loop: 41.484
Operating alpha, closed loop: 60.229
Operating loop gain: 0.31123; V/v: 132.344
Current before holes at same voltage: 0.06413 A/cm^2
Current increase due to holes: 1.5594 times
Slowest relaxation rate at operating point: 649.926 s^-1
Growth rate at 1 A/cm^2, fixed voltage: 943.547 s^-1
Storage scan, J = 0.001 to 3 A/cm^2:
tau 0.0 ms, sigma_h 1e-17 cm^2: peak loop -0.0018, peak alpha 34.40 at 3.000 A/cm^2
tau 0.1 ms, sigma_h 1e-17 cm^2: peak loop 1.5672, voltage turns over
tau 0.3 ms, sigma_h 1e-17 cm^2: peak loop 2.2734, voltage turns over
tau 1.0 ms, sigma_h 1e-17 cm^2: peak loop 2.4502, voltage turns over
tau 1.0 ms, sigma_h 1e-16 cm^2: peak loop 0.9757, peak alpha 2976.59 at 0.837 A/cm^2
tau 1.0 ms, sigma_h 1e-14 cm^2: peak loop -0.0018, peak alpha 34.40 at 3.000 A/cm^2
\end{verbatim}
